# Time averages from before-scattering samples at constant total rate

An electron in a transistor channel is followed by Monte Carlo simulation. Its state \(k\) may include wavevector, position, subband and valley. Between collisions it moves along a deterministic path: after a time \(t\), the state \(k\) has become \(\varphi_t(k)\). Real scattering occurs at the rate \(\lambda(k)\), and \(P(k\to k')\) is the normalized distribution of the state after it. A constant \(\Gamma\ge\lambda(k)\) is chosen, the same for all states. Events are generated at the total rate \(\Gamma\); an event met in state \(k\) is real with probability \(\lambda(k)/\Gamma\), and otherwise is a self-scattering, which leaves \(k\) unchanged.

Flight \(n\) starts in \(k_n^+\), lasts a time \(\tau_n\), and ends in \(k_n^-=\varphi_{\tau_n}(k_n^+)\), just before the next event of either kind. The run stops after \(N\) flights, at \(T_N=\sum_{n=1}^N\tau_n\). The problem is to find what weight, if any, the values \(A(k_n^-)\) need in order to give the time average of an observable \(A\).

## (a) Does self-scattering alter the physical motion, and how are the flight durations distributed?

**Solution.** In a short time \(dt\) the probability of a real event is \(\Gamma\,dt\cdot\lambda/\Gamma=\lambda\,dt\), as it should be. The same follows from the mean rate of change that collisions cause in any function \(h(k)\). With \((Ph)(k)=\int P(k\to k')h(k')\,dk'\),
\[
\Gamma\left[\frac{\lambda}{\Gamma}Ph+\left(1-\frac{\lambda}{\Gamma}\right)h-h\right]=\lambda\,(Ph-h).
\]
\(\Gamma\) has cancelled, so the physical process does not depend on it. The condition \(\lambda\le\Gamma\) is needed because \(\lambda/\Gamma\) is a probability. If \(\lambda\) is unbounded, a constant \(\Gamma\) can be used only after capping \(\lambda\), and the results then belong to the capped model.

The probability \(Q(t)\) that no event of either kind has occurred by time \(t\) obeys \(dQ/dt=-\Gamma Q\), \(Q(0)=1\). Hence \(Q=e^{-\Gamma t}\), and \(\tau\) has the density \(\Gamma e^{-\Gamma t}\), with
\[
E[\tau]=\frac1\Gamma,\qquad E[\tau^2]=\frac{2}{\Gamma^2}.
\]
Since \(\Gamma\) is the same along every path, \(\tau_n\) is independent of \(k_n^+\) and of all earlier flights.

## (b) For one flight from a given \(k^+\), compare the mean time integral of \(A\) with the mean of its final value.

**Solution.** Write
\[
a(t)=A(\varphi_t(k^+)),\qquad X(t)=\Gamma\int_0^t a(s)\,ds .
\]
If \(E|a(\tau)|\) is finite, the order of integration may be exchanged. The region \(0<s<t<\infty\) gives
\[
\begin{aligned}
E[X(\tau)]&=\int_0^\infty \Gamma e^{-\Gamma t}\,\Gamma\!\int_0^t a(s)\,ds\,dt
=\int_0^\infty \Gamma a(s)\left[\int_s^\infty\Gamma e^{-\Gamma t}dt\right]ds\\
&=\int_0^\infty\Gamma e^{-\Gamma s}a(s)\,ds=E[a(\tau)].
\end{aligned}
\]
Thus \(E\int_0^\tau a\,ds=E[a(\tau)]/\Gamma\).

The reason is visible in the integrand. The expected time spent in the path element between \(s\) and \(s+ds\) is \(e^{-\Gamma s}ds\), while the probability that the flight ends there is \(\Gamma e^{-\Gamma s}ds\). Their ratio is the same at every point of the path. The frequency with which end points fall in a region therefore already accounts for the time spent there.

The equality concerns means; in a single flight \(X(\tau)\) and \(a(\tau)\) generally differ.

## (c) How large is the difference \(D=X(\tau)-a(\tau)\) in mean square?

**Solution.** Let \(E[a(\tau)^2]\) be finite. Since \(dX^2/dt=2\Gamma Xa\) and \(X(0)=0\), integration by parts up to a time \(t_1\) gives
\[
J(t_1)\equiv\int_0^{t_1}\Gamma e^{-\Gamma t}X^2dt=-e^{-\Gamma t_1}X(t_1)^2+2\int_0^{t_1}\Gamma e^{-\Gamma t}Xa\,dt .
\]
The first term on the right is not positive. The Cauchy–Schwarz inequality bounds the second by \(2\sqrt{J(t_1)\,E[a^2]}\), so \(J(t_1)\le4E[a^2]\) and \(E[X^2]\) is finite.

The boundary term vanishes as \(t_1\to\infty\). To see this, split \(X(t_1)\) at a fixed time \(t_0\). The part collected before \(t_0\) is constant, and its square times \(e^{-\Gamma t_1}\) tends to zero. For the rest, Cauchy–Schwarz gives
\[
e^{-\Gamma t_1}\left(\Gamma\int_{t_0}^{t_1}a\,ds\right)^2
\le e^{-\Gamma t_1}\,\Gamma^2\int_{t_0}^{t_1}a^2e^{-\Gamma s}ds\int_{t_0}^{t_1}e^{\Gamma s}ds
\le\Gamma\int_{t_0}^\infty a^2e^{-\Gamma s}ds,
\]
which is as small as desired for large \(t_0\). Hence \(E[X^2]=2E[Xa]\), and
\[
E[D^2]=E[X^2]-2E[Xa]+E[a^2]=E[a^2].
\]
For \(A=1\) this reads \(E[(\Gamma\tau-1)^2]=1\), in agreement with the moments in (a).

## (d) What weight do the samples need in a long run?

**Solution.** Assume that \(E[A(k_n^-)^2]\le C\) for all \(n\). Let \(X_n\), \(a_n=A(k_n^-)\) and \(D_n=X_n-a_n\) belong to flight \(n\). By (b), \(D_n\) has zero mean once \(k_n^+\) and the earlier flights are given. For \(m<n\), \(D_m\) is fixed by those earlier flights, so \(E[D_mD_n]=0\). The cross terms drop out, although successive states are correlated:
\[
E\left[\left(\frac1N\sum_{n=1}^N D_n\right)^2\right]=\frac1{N^2}\sum_{n=1}^N E[a_n^2]\le\frac CN .
\]
Define
\[
S_N=\frac1N\sum_{n=1}^N A(k_n^-),\qquad I_N=\frac1N\sum_{n=1}^N X_n=\frac{\Gamma}{N}\int_0^{T_N}A\,dt,\qquad r_N=\frac{N}{\Gamma T_N}.
\]
The bound says that \(I_N-S_N\to0\) in mean square. The case \(A=1\) says that \(\Gamma T_N/N\to1\), so \(r_N\to1\) in probability. The time average is \(r_NI_N\), and
\[
\frac1{T_N}\int_0^{T_N}A\,dt-S_N=r_N(I_N-S_N)+(r_N-1)S_N .
\]
The first term tends to zero in probability. So does the second, because \(E[S_N^2]\le\frac1N\sum_n E[a_n^2]\le C\) keeps \(S_N\) bounded in probability. Therefore
\[
\boxed{\;\frac1{T_N}\int_0^{T_N}A\,dt-\frac1N\sum_{n=1}^N A(k_n^-)\;\longrightarrow\;0\quad\text{in probability}\;}
\]
The samples carry equal weights, with no factor \(\tau_n\). A steady state has not been used so far. If the motion is also ergodic, so that the time average tends to the steady-state mean \(\langle A\rangle\), then \(S_N\) tends to \(\langle A\rangle\) too.

## (e) For a constant force in one dimension, show that the steady Boltzmann density is the density before events, and find the rms difference of the two averages.

**Solution.** Let \(v\) be the velocity, \(m\) the mass and \(\alpha>0\) the acceleration. The normalized steady density \(f\) obeys
\[
\alpha f'=-\lambda f+Sf,\qquad (Sf)(v)=\int f(u)\lambda(u)P(u\to v)\,du .
\]
Suppose that states before an event have density \(f\). A real event moves a part \(\lambda f/\Gamma\) to new states, and self-scattering leaves the rest in place. After the event the density is
\[
f^+=\frac{Sf}{\Gamma}+\left(1-\frac\lambda\Gamma\right)f .
\]
After one more flight it is \(b(v)=\int_0^\infty\Gamma e^{-\Gamma s}f^+(v-\alpha s)\,ds\). Because \(\alpha\,\partial_vf^+(v-\alpha s)=-\partial_sf^+(v-\alpha s)\), integration by parts in \(s\) gives
\[
\alpha b'=-\int_0^\infty\Gamma e^{-\Gamma s}\,\partial_sf^+(v-\alpha s)\,ds=\Gamma f^+-\Gamma b .
\]
The Boltzmann equation gives \(\alpha f'+\Gamma f=\Gamma f-\lambda f+Sf=\Gamma f^+\), which is the same equation. Hence \(b-f\) satisfies \(\alpha(b-f)'=-\Gamma(b-f)\) and is proportional to \(e^{-\Gamma v/\alpha}\). This function is not integrable, so its coefficient is zero and \(b=f\).

For the rms difference, let the first flight start from the density \(f^+\), so that every \(k_n^-\) has the density \(f\), and replace \(A\) by \(B=A-\langle A\rangle\). This subtracts the same constant from both averages. With quantities formed from \(B\),
\[
r_NI_N-S_N=\frac1N\sum_{n=1}^N D_n+(r_N-1)I_N .
\]
By (c) the first term has the rms value \(\sqrt{\langle B^2\rangle/N}\). If correlations die out fast enough for \(I_N\) to fluctuate as \(N^{-1/2}\), the second term is a product of two such fluctuations and is of order \(1/N\). To leading order the rms difference is therefore
\[
\sqrt{\frac{\langle A^2\rangle-\langle A\rangle^2}{N}} .
\]
The leading order requires a run with many real collisions, \(N\gg\Gamma/\langle\lambda\rangle\); otherwise \(I_N\) is not small, the second term cannot be dropped, and the formula does not apply. The result compares two estimates from the same run. The error of either one relative to \(\langle A\rangle\) also depends on the correlations between flights.

## (f) In the model of (e), what do other records estimate?

**Solution.** *States after all events.* Let \(\langle\cdot\rangle_+\) be the mean over \(f^+\). A flight adds \(\alpha\tau\) to the velocity, so \(\langle v\rangle=\langle v\rangle_++\alpha/\Gamma\). For \(\mathcal E=mv^2/2\), the moments of \(\tau\) give
\[
\langle\mathcal E\rangle=\langle\mathcal E\rangle_++\frac{m\alpha\langle v\rangle_+}{\Gamma}+\frac{m\alpha^2}{\Gamma^2}
=\langle\mathcal E\rangle_++\frac{m\alpha\langle v\rangle}{\Gamma}.
\]
The after-event means are thus too low by \(\alpha/\Gamma\) and \(m\alpha\langle v\rangle/\Gamma\).

*Before-event states weighted by \(\tau\).* In the steady state \(\sum\tau_nA(k_n^-)/\sum\tau_n\) tends to \(\Gamma E[\tau A(k^-)]\). The duration then has the effective density
\[
\Gamma^2te^{-\Gamma t}=\int_0^t\Gamma e^{-\Gamma s}\,\Gamma e^{-\Gamma(t-s)}ds ,
\]
which is that of two successive free flights. The first turns \(f^+\) into \(f\); the second carries the electron on without a collision between them. The limits are
\[
\langle v\rangle+\frac\alpha\Gamma,\qquad \langle\mathcal E\rangle+\frac{m\alpha\langle v\rangle}\Gamma+\frac{m\alpha^2}{\Gamma^2}.
\]
The weight counts the duration a second time. These shifts, and those of the after-event means, vanish as \(\Gamma\to\infty\).

*Real events alone.* A state before an event is followed by a real event with probability \(\lambda/\Gamma\), so the recorded density is \(\lambda f/\langle\lambda\rangle\). This bias does not depend on \(\Gamma\). If \(\lambda>0\) wherever \(f>0\), the weight \(1/\lambda\) removes it. States with \(\lambda=0\) would never be recorded, and no weight could restore them. Under this condition,
\[
\frac{\sum A/\lambda}{\sum 1/\lambda}\to\frac{\langle A\rangle/\langle\lambda\rangle}{1/\langle\lambda\rangle}=\langle A\rangle .
\]

The same kind of weight is needed if the total rate \(G(k)\) varies, for instance in steps with energy. A path point is then reached with probability \(q(s)=\exp[-\int_0^sG\,ds']\), and the flight ends there with density \(Gq\). Hence \(E\int_0^\tau a\,ds=\int_0^\infty aq\,ds=E[a(\tau)/G(k^-)]\), and each sample needs the weight \(1/G(k^-)\). This is a function of the final state and not the drawn duration. It applies when the rate follows the state along the path. If instead a rate \(G(k^+)\ge\lambda\) is fixed at the start of each flight and kept to its end, (b) holds with \(\Gamma=G(k^+)\), and the weight is \(1/G(k^+)\).

## (g) Evaluate the estimators for a model channel.

Take \(m=0.20\,m_0\), 300 K, a field of 10 kV/cm and
\[
\lambda(\mathcal E)=\left(2+\frac{8\,\mathcal E}{\mathcal E+50\ \text{meV}}\right)\text{ps}^{-1}.
\]
After a real event, \(v\) is drawn from \(g\propto\lambda M\), where \(M\) is the Maxwellian. At zero field this obeys detailed balance, since \(M(v)\lambda(v)g(v')\) is symmetric in \(v\) and \(v'\). These are round parameters, not those of a particular material. The model is one-dimensional, parabolic and nondegenerate, and each real event discards the energy gained from the field. It serves to compare estimators, and its velocities are not those of a real channel: electrons in bulk silicon saturate near \(1\times10^5\) m/s.

**Solution.** Here \(Sf=\langle\lambda\rangle g\), and the Boltzmann equation integrates to
\[
f(v)=\frac{\langle\lambda\rangle}{\alpha}\int_{-\infty}^v g(u)\exp\left[-\frac1\alpha\int_u^v\lambda(w)\,dw\right]du ,
\]
which contains neither \(\Gamma\) nor random numbers. Quadrature gives \(\langle v\rangle=1.398\times10^5\) m/s and \(\langle\mathcal E\rangle=33.99\) meV.

The simulation follows 20000 independent electrons for 400 flights each, after 200 discarded ones. Unweighted before-event samples give, with standard errors:

- \(\Gamma=10\ \text{ps}^{-1}\): \((1.3965\pm0.0009)\times10^5\) m/s and \(33.97\pm0.02\) meV.
- \(\Gamma=20\ \text{ps}^{-1}\): \((1.3980\pm0.0015)\times10^5\) m/s and \(34.01\pm0.04\) meV.

The largest deviation from quadrature, that of the first velocity, is about two standard errors. The 400 flights cover 40 ps on average in the first case and 20 ps in the second, so the standard errors do not compare the two choices at equal physical time.

For the other records at \(\Gamma=10\ \text{ps}^{-1}\), the acceleration \(8.794\times10^5\) m/s per ps gives \(\alpha/\Gamma=0.879\times10^5\) m/s. The force \(m\alpha\) is 1 meV/nm. The distances \(\langle v\rangle/\Gamma=13.98\) nm and \(\alpha/\Gamma^2=8.79\) nm therefore correspond to 13.98 and 8.79 meV. The predictions are:

- After events: \(1.398-0.879=0.519\) in units of \(10^5\) m/s, and \(33.99-13.98=20.01\) meV. The simulation gives 0.517 and 20.01 meV.
- Before events, weighted by \(\tau\): \(1.398+0.879=2.277\) in the same unit, and \(33.99+13.98+8.79=56.76\) meV. Unrounded terms give 2.278 and 56.77 meV. The simulation gives 2.277 and 56.77 meV.

The superfluous weight thus raises the velocity by 63% and the energy by 67% relative to the steady-state means. Doubling \(\Gamma\) halves the velocity shift, and the simulated value falls to \(1.837\times10^5\) m/s.

Real events alone give \(2.042\times10^5\) and \(2.044\times10^5\) m/s for the two values of \(\Gamma\), against a predicted \(2.044\times10^5\) m/s. The excess persists because \(\lambda\) and \(v\) are positively correlated in \(f\): it equals \((\langle\lambda v\rangle-\langle\lambda\rangle\langle v\rangle)/\langle\lambda\rangle\). With the weight \(1/\lambda\), the velocities return to \(1.396\times10^5\) and \(1.397\times10^5\) m/s.

Finally, the velocity has standard deviation \(2.006\times10^5\) m/s in \(f\). For one electron, (e) predicts an rms difference between time average and sample mean of \(2.006/\sqrt{400}=0.1003\) in units of \(10^5\) m/s. The simulation gives 0.1000 and 0.0993, within about 1% of this leading-order value. The remaining figures are in the numerical output.

## Calculated quantities

```
effective mass: 0.20 m0
temperature: 300 K; kT: 25.852 meV
field: 10.0 kV/cm
acceleration: 8.7941 x1e5 m/s per ps
real rate at E=0: 2.0 1/ps; limit at high E: 10.0 1/ps
energy scale of the rate: 50.0 meV
quadrature mean velocity: 1.3982 x1e5 m/s
quadrature mean energy: 33.992 meV
quadrature velocity std: 2.0059 x1e5 m/s
quadrature rms velocity: 2.4451 x1e5 m/s
quadrature mean real rate: 4.3026 1/ps
one flight, A=tanh(v/1e5 m/s), start -0.7 x1e5 m/s, Gamma 10 1/ps:
  E[X], E[a]: 0.042129, 0.042129 (no unit)
  E[(X-a)^2], E[a^2]: 0.264852, 0.264852 (no unit)
electrons: 20000; discarded flights each: 200; used flights each: 400
Gamma = 10 1/ps; pairs: velocity (1e5 m/s), energy (meV)
  density error / peak of f: 1.3e-07 (no unit)
  time integral: 1.3970, 33.985
  before all events, unweighted: 1.3965, 33.972
  standard error of that mean: 0.0009, 0.022
  after all events: 0.5172, 20.005
  after all events, predicted: 0.5188, 20.010
  before, weighted by tau: 2.2766, 56.772
  before, weighted by tau, predicted: 2.2776, 56.768
  before real events, unweighted: 2.0422, 52.233
  before real events, predicted: 2.0439, 52.245
  before real events, weight 1/lam: 1.3964, 33.973
  real fraction of events: 0.4302; predicted 0.4303 (no unit)
  rms sum(X-a)/sqrt(N): 2.4427 x1e5 m/s
  rms time-minus-sample mean: 0.10001; predicted 0.10029 x1e5 m/s
Gamma = 20 1/ps; pairs: velocity (1e5 m/s), energy (meV)
  density error / peak of f: 4.6e-07 (no unit)
  time integral: 1.3977, 34.003
  before all events, unweighted: 1.3980, 34.009
  standard error of that mean: 0.0015, 0.037
  after all events: 0.9584, 27.022
  after all events, predicted: 0.9585, 27.001
  before, weighted by tau: 1.8374, 43.187
  before, weighted by tau, predicted: 1.8379, 43.181
  before real events, unweighted: 2.0435, 52.257
  before real events, predicted: 2.0439, 52.245
  before real events, weight 1/lam: 1.3972, 33.991
  real fraction of events: 0.2151; predicted 0.2151 (no unit)
  rms sum(X-a)/sqrt(N): 2.4286 x1e5 m/s
  rms time-minus-sample mean: 0.09927; predicted 0.10029 x1e5 m/s
```
